# Water's electrostatic potential from an NDDO density, with and without deorthogonalisation

## Problem

A closed-shell NDDO calculation (neglect of diatomic differential overlap) on water has produced a density matrix $L$. Find the electrostatic potential outside the molecule

1. with deorthogonalisation by $S^{-1/2}$,
2. without it,

and compare both with Hartree-Fock in the same minimal basis. Decide first what "without" can mean, and separate the error of reading $L$ in the wrong basis from the error of the NDDO density itself.

Hartree atomic units are used. The potential $V$ is the energy per unit charge of a positive test charge that does not polarise the molecule. The basis is STO-3G, and all ten electrons are treated. Oxygen is at the origin, the hydrogens are at $(0,\pm1.4280,1.0958)$ bohr, so the O–H distance is 1.8 bohr and the angle $105^\circ$; these are chosen round values.

## Hints

**Hint 1.** Which orbitals have a unit overlap matrix, as the NDDO eigenvalue problem assumes? Write the electron density in those orbitals and then expand them in atomic orbitals.

**Hint 2.** Count the electrons in every density you propose. The leading term of the potential far away is the total charge divided by the distance.

**Hint 3.** If two-centre products are dropped from the density, ask what the one-centre products must satisfy for the molecule to remain neutral.

**Hint 4.** Insert the deorthogonalised NDDO potential between the other two. The total error then splits into two differences, each with one cause.

## Full solution

### The basis to which the matrix belongs

Let $\chi_\mu$ be real atomic orbitals with overlap $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. The oxygen 1s and 2s functions of STO-3G overlap by $s=0.2367$. Before anything else, 2s is replaced by

$$\chi_{2s}'=\frac{\chi_{2s}-s\,\chi_{1s}}{\sqrt{1-s^2}} .$$

Its overlap with 1s is $(s-s)/\sqrt{1-s^2}=0$, and its norm is $(1-2s^2+s^2)/(1-s^2)=1$. Within each atom $S$ is now the unit matrix; only overlaps between atoms remain. From here on $\chi$ means this set.

The symmetrically orthogonalised orbitals are

$$\varphi_\mu=\sum_\nu\chi_\nu X_{\nu\mu},\qquad X=S^{-1/2}.$$

Since $X$ is symmetric, their overlap is $XSX=1$. Each $\varphi_\mu$ is assigned to the atom of its parent $\chi_\mu$. The NDDO orbitals have coefficients $C$ in this basis, with $C^TC=1$, and $L=2CC^T$ over the occupied orbitals. Therefore

$$\rho=\sum_{\mu\nu}L_{\mu\nu}\varphi_\mu\varphi_\nu
=\sum_{\lambda\sigma}\Big(\sum_{\mu\nu}X_{\lambda\mu}L_{\mu\nu}X_{\nu\sigma}\Big)\chi_\lambda\chi_\sigma .$$

The bracket is the density matrix in the atomic-orbital basis:

$$P=S^{-1/2}\,L\,S^{-1/2}.$$

Deorthogonalisation is thus a change of basis, not a correction to the electronic structure. It conserves the number of electrons $N$:

$$\int\rho\,d^3r=\mathrm{tr}(PS)=\mathrm{tr}(LXSX)=\mathrm{tr}\,L=N .$$

As a test of the transformation, a full Hartree-Fock calculation was done in the $\varphi$ basis and its matrix transformed in this way. It reproduces the density matrix of a separate calculation in the atomic-orbital basis.

### The NDDO model

The electronic energy of a closed shell in the $\varphi$ basis is

$$E=\sum_{\mu\nu}L_{\mu\nu}H_{\mu\nu}+\tfrac12\sum_{\mu\nu\lambda\sigma}L_{\mu\nu}L_{\lambda\sigma}\big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\big],$$

where $H$ holds the kinetic energy and nuclear attraction. Differentiation removes the factor $\tfrac12$ in front of the quadratic term and gives the Fock matrix

$$F_{\mu\nu}=H_{\mu\nu}+\sum_{\lambda\sigma}L_{\lambda\sigma}\big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\big].$$

NDDO keeps a repulsion integral when the two orbitals of electron 1 share an atom and the two of electron 2 share an atom. The Coulomb term then needs $\mu,\nu$ on one atom. The exchange term needs $\lambda$ on the atom of $\mu$ and $\sigma$ on the atom of $\nu$. For $\mu,\nu$ both on $A$,

$$F_{\mu\nu}=H_{\mu\nu}+\sum_B\sum_{\lambda\sigma\in B}L_{\lambda\sigma}(\mu\nu|\lambda\sigma)-\tfrac12\sum_{\lambda\sigma\in A}L_{\lambda\sigma}(\mu\lambda|\nu\sigma),$$

and for $\mu$ on $A$, $\nu$ on $B\ne A$,

$$F_{\mu\nu}=\beta_{\mu\nu}-\tfrac12\sum_{\lambda\in A}\sum_{\sigma\in B}L_{\lambda\sigma}(\mu\lambda|\nu\sigma).$$

The retained integrals are computed over $\varphi$, without empirical parameters. The resonance element $\beta_{\mu\nu}$ needs a choice. Bare $H_{\mu\nu}$ lacks the electronic terms that NDDO discards from this block. They are restored for a fixed reference, the superposed neutral atoms, with diagonal occupations $n_\lambda$ equal to 2 for O 1s and 2s, $4/3$ for each O 2p and 1 for each H:

$$\beta_{\mu\nu}=H_{\mu\nu}+\sum_\lambda n_\lambda\big[(\mu\nu|\lambda\lambda)-\tfrac12(\mu\lambda|\nu\lambda)\big].$$

Nothing is counted twice. In the first integral $\mu\nu$ is a two-centre product. In the second, $\lambda$ cannot share an atom with both $\mu$ and $\nu$. NDDO neglects both.

For the element between O $2p_y$ and the hydrogen at positive $y$, bare $H$ gives $-0.147$ hartree and $\beta$ gives $-0.302$. The restored terms lower it by 0.154 hartree. Electron repulsion can do this because $\varphi_\mu\varphi_\nu$ integrates to zero: it has positive and negative regions, and its interaction with an electron cloud has no fixed sign. The converged Hartree-Fock element is $-0.482$ hartree. It also contains two-centre exchange, which NDDO adds separately to $\beta$, so the three numbers are not three estimates of one quantity. Over all two-centre elements, the rms deviation from the Hartree-Fock block falls from 0.196 hartree for bare $H$ to 0.110 for $\beta$. Most of the remaining 0.110 is that exchange: when it is added, evaluated with the Hartree-Fock density matrix, the deviations are 0.137 hartree for bare $H$ and 0.009 for $\beta$. This choice of $\beta$ therefore nearly reproduces the Hartree-Fock two-centre block.

### Three potentials

With nuclear charges $Z_A$ at $\mathbf R_A$, and

$$v_{\mu\nu}(\mathbf r)=\int\frac{\chi_\mu(\mathbf r')\chi_\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',$$

the deorthogonalised potential is

$$V_D(\mathbf r)=\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}-\sum_{\mu\nu}P_{\mu\nu}v_{\mu\nu}(\mathbf r).$$

The minus sign is the charge of the electron. All one- and two-centre products enter.

"Without deorthogonalisation" means that $L$ multiplies products of $\chi$. There are two ways to do this.

**Reading (a)** keeps one-centre products, in keeping with zero differential overlap:

$$V_a=\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}-\sum_A\sum_{\mu\nu\in A}L_{\mu\nu}v_{\mu\nu}.$$

Because $S$ is the unit matrix within each atom, its electron number is $\sum_\mu L_{\mu\mu}=N$. The molecule is neutral. Without the orthogonalisation of 2s to 1s there would be a further term $2L_{1s,2s}\,s$.

**Reading (b)** puts $L$ in place of $P$ with all products. Its electron number is $\mathrm{tr}(LS)$, so the total charge is

$$Q=N-\mathrm{tr}(LS)=-\sum_{A\ne B}\sum_{\mu\in A}\sum_{\nu\in B}L_{\mu\nu}S_{\mu\nu}.$$

Bonding makes this sum positive here, and $Q=-2.23\,e$. A neutral molecule has been given more than two extra electrons. Reading (b) is inconsistent: it uses a matrix normalised for orthogonal orbitals together with the overlap of nonorthogonal ones.

If the atoms are drawn apart, $S\to1$ and the two-centre products vanish. Then $P\to L$, and for a given $L$ the three potentials coincide. The distinction matters because bonded atoms overlap strongly: O 2s and H overlap by 0.479.

### Charge and dipole

Far from the molecule, with $\mathbf r=r\mathbf n$,

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1r+\frac{\mathbf n\cdot\mathbf r'}{r^2}+O(r^{-3}),$$

so that

$$V=\frac Qr+\frac{\boldsymbol\mu\cdot\mathbf n}{r^2}+O(r^{-3}),\qquad
\boldsymbol\mu=\sum_AZ_A\mathbf R_A-\sum_{\mu\nu}D_{\mu\nu}\langle\chi_\mu|\mathbf r|\chi_\nu\rangle .$$

Here $D$ is the matrix actually used: $P$, $L$, or the one-centre part of $L$. Charges and dipoles obtained from these formulas were tested against potentials at 200 bohr on both sides of the molecule. Charges, and potentials at one point, were also tested against numerical integration of the densities.

In reading (a) the dipole has two parts. For orbitals on $A$, write $\mathbf r=\mathbf R_A+(\mathbf r-\mathbf R_A)$. The first piece multiplies $\delta_{\mu\nu}$ and gives the atomic population, so

$$\boldsymbol\mu_a=\sum_Aq_A\mathbf R_A-\sum_A\sum_{\mu\nu\in A}L_{\mu\nu}\langle\chi_\mu|\mathbf r-\mathbf R_A|\chi_\nu\rangle,\qquad q_A=Z_A-\sum_{\mu\in A}L_{\mu\mu}.$$

The second term vanishes on hydrogen, which has a single spherical orbital. On oxygen it comes from mixing of s and p functions. The NDDO charge on each hydrogen is $0.1280\,e$, hence

$$\mu_{\rm charge}=2(0.1280)(1.0958)=0.281\ e\,\text{bohr}.$$

The hybridisation part is $0.522\ e\,$bohr, positive because it displaces oxygen's electrons away from the hydrogens. The sum is $0.803\ e\,$bohr. Nearly two thirds of this dipole would be lost if the atoms were replaced by point charges $q_A$.

The dipoles along $z$ are:

| Density | $\mu_z$ ($e$ bohr) | $\mu_z$ (debye) |
|---|---:|---:|
| Hartree-Fock | 0.680 | 1.729 |
| NDDO, deorthogonalised | 0.675 | 1.715 |
| NDDO, reading (a) | 0.803 | 2.040 |

Relative to Hartree-Fock, deorthogonalised NDDO is 0.8% low and reading (a) is 18% high. Reading (b) gives $-0.904\ e\,$bohr about oxygen, but that number depends on the origin. Moving the origin by $\mathbf a$ replaces every position by $\mathbf r-\mathbf a$ and therefore $\boldsymbol\mu$ by $\boldsymbol\mu-Q\mathbf a$.

### The potential around the molecule

The potential was sampled at 268 points on the outer surface of three spheres, of radius 5 bohr about oxygen and 4 bohr about each hydrogen. The rms Hartree-Fock potential on these points is 15.02 millihartree/$e$. The rms errors relative to Hartree-Fock are:

| NDDO density | Error (millihartree/$e$) | Share of rms HF potential |
|---|---:|---:|
| Deorthogonalised | 0.118 | 0.8% |
| Reading (a) | 2.89 | 19% |
| Reading (b) | 434 | 2890% |

These rms values depend on the sampling at the level of about 1%: with 7981 points on the same surface, the rms Hartree-Fock potential is 15.14 and the errors are 0.119, 2.92 and 434 millihartree/$e$. The shares of 0.8% and 19% are unchanged, and that of (b) becomes about 2870%. The other rms values quoted below for 268 points carry a similar uncertainty. The first two errors are 0.003 V and 0.079 V. Three points show how they are distributed, in millihartree/$e$:

| Point | HF | Deorth. | (a) | (b) |
|---|---:|---:|---:|---:|
| $z=-5$ bohr, behind O | $-25.1$ | $-25.0$ | $-31.1$ | $-410$ |
| $z=+5$ bohr, H side | 26.3 | 26.1 | 31.4 | $-481$ |
| 4 bohr beyond one H, along its bond | 17.8 | 17.7 | 18.4 | $-403$ |

Reading (a) has the right sign at all three points, but on the axis it exaggerates the potential. Its excess dipole over Hartree-Fock is $0.8027-0.6801=0.1226\ e\,$bohr. At 5 bohr on the axis this contributes $\pm0.1226/25=\pm4.9$ millihartree/$e$. The actual differences are $-6.0$ behind oxygen and $+5.1$ on the hydrogen side, so the dipole accounts for most of the error there.

On the bond extension, 5.8 bohr from oxygen, the dipole contribution is $0.1226\cos52.5^\circ/5.8^2=2.2$ millihartree/$e$, yet the difference is 0.5. The rest of the density difference must contribute about $-1.7$. Good agreement at this one point therefore comes from cancellation and does not show that reading (a) is accurate.

Reading (b) is negative at all three points, even on the hydrogen side. Its difference from (a) is the potential of the two-centre products alone. Their charge is $-2.2255\,e$, centred at $z=0.7668$ bohr. A point charge there gives, at $z=-5$ bohr,

$$\frac{-2.2255}{5.7668}=-0.386\ \text{hartree}/e .$$

Adding the $-31$ millihartree/$e$ of reading (a) gives $-417$, against the computed $-410$. Over the whole surface, the point-charge model leaves an rms remainder of 6.6 out of 434 millihartree/$e$. The failure of (b) is thus essentially the false charge, and it decays only as $1/r$.

### Separating the two errors

Write

$$V_a-V_{\rm HF}=(V_a-V_D)+(V_D-V_{\rm HF}).$$

The first bracket compares two readings of the same $L$. The second compares two density matrices read correctly. Their rms values are 2.99 and 0.118 millihartree/$e$. They need not add, because their signs vary over the surface and may differ. The total of 2.89 is smaller than the first alone, so the density error cancels a little of the reading error. The dipoles show the same pattern:

$$0.1226=(0.8027-0.6749)+(0.6749-0.6801)=0.1278-0.0052 .$$

In this model, nearly all the error of reading (a) comes from the reading. That depends on the choice of $\beta$. With bare $H_{\mu\nu}$ as resonance element, the deorthogonalised dipole is $0.819\ e\,$bohr and that of reading (a) is $0.768$, against $0.680$ for Hartree-Fock. The density error is then large and the reading error partly cancels it, so reading (a) lies closer to the reference. Deorthogonalisation gives the potential that belongs to $L$; it does not guarantee a smaller error when $L$ is poor.

An energy gives a second view of the NDDO density. Since $C^TC=1$, the deorthogonalised matrix describes a normalised determinant in the same orbital space as Hartree-Fock. Its energy with the full Hamiltonian cannot lie below the lowest closed-shell determinant in that space. It lies 0.64 millihartree above the Hartree-Fock energy of $-74.9620$ hartree.

These small density errors belong to the model used here, whose integrals were computed over $\varphi$ and whose $\beta$ contains part of the full Fock matrix. They need not carry over to a parameterised method such as MNDO, which was not tested here. There the parameters absorb other effects, and identifying its basis with $\varphi$ is an interpretation. The Hartree-Fock reference is limited too: it omits electron correlation, and STO-3G has no polarisation functions. The basis error is as large as the effects compared here. With aug-cc-pVTZ the Hartree-Fock dipole rises from $0.680$ to $0.775\ e\,$bohr (1.97 debye). Against that value the deorthogonalised dipole is 13% low, while reading (a) is only 3.5% high, by a cancellation of reading error and basis error. On the surface, the STO-3G Hartree-Fock, deorthogonalised and reading (a) potentials differ from the aug-cc-pVTZ potential by 3.8, 3.9 and 4.2 millihartree/$e$ rms. The errors of 0.8% and 19% measure consistency within the minimal basis, not accuracy for water. Agreement with it is not agreement with experiment.

## Variation 1: one bond, two equal orbitals

*Two equal atoms carry one orbital each, $\chi_a$ and $\chi_b$, with overlap $s>0$. The bonding orbital is doubly occupied. When does reading (a) give the correct potential?*

The bonding coefficients in the $\varphi$ basis are $(1,1)/\sqrt2$, so all four elements of $L$ equal 1. The vector $(1,1)$ is an eigenvector of $S$ with eigenvalue $1+s$. Each factor $S^{-1/2}$ therefore contributes $(1+s)^{-1/2}$, and $P=L/(1+s)$. The electron number is $(2+2s)/(1+s)=2$, whereas reading (b) would have $2+2s$.

The nuclear terms cancel in the difference

$$V_D-V_a=(v_{aa}+v_{bb})-\frac{v_{aa}+v_{bb}+2v_{ab}}{1+s}
=\frac{s(v_{aa}+v_{bb})-2v_{ab}}{1+s}.$$

Reading (a) is correct when $v_{ab}=\tfrac12s(v_{aa}+v_{bb})$, which is the Mulliken approximation for the potential of the overlap charge. It places half of that charge on each atom. The true overlap charge lies between them.

The error is explicit for equal spherical Gaussians a distance $d$ apart. Their product is $s$ times a normalised Gaussian at the midpoint, with the same width as $\chi_a^2$. Outside the charge, a spherical distribution acts as a point charge. On the axis, at distance $r\gg d$ from the midpoint,

$$v_{aa}+v_{bb}\simeq\frac1{r-d/2}+\frac1{r+d/2}=\frac2r+\frac{d^2}{2r^3}+\dots,\qquad v_{ab}\simeq\frac sr,$$

and hence

$$V_D-V_a\simeq\frac{s\,d^2}{2(1+s)\,r^3}.$$

On the axis it is positive because deorthogonalisation moves electrons from the ends to the middle; perpendicular to the bond it is negative and, at long range, half as large. By symmetry the error begins with the quadrupole. In water the two ends of a bond differ, and a dipole error is allowed.

## Variation 2: remove the NDDO error

*Take the Hartree-Fock matrix $P_{\rm HF}$, carry it to the $\varphi$ basis and read it as in (a). What error remains?*

Inverting the transformation gives $L_{\rm HF}=S^{1/2}P_{\rm HF}S^{1/2}$. Deorthogonalising this matrix would return $P_{\rm HF}$ and the reference potential. Any error of reading (a) is now a reading error alone.

The dipole is $0.819\ e\,$bohr, which is $0.139$ or 20% above the correct value for the same density. The rms error of the potential is 3.23 millihartree/$e$, or 21% of the rms Hartree-Fock potential. This is slightly more than the 2.89 found with the NDDO matrix. A better density matrix thus does not cure reading (a), and here it even makes the result slightly worse. The loss of the compensating density error explains only the step from 2.89 to 2.99. The larger step, from 2.99 to 3.23, arises because the reading error itself depends on the matrix being read. The dipoles show the same: the reading error is $0.139$ for $L_{\rm HF}$ against $0.128$ for the NDDO matrix, while the density error was only $0.005\ e\,$bohr.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
O-H distance 1.8 bohr, angle 105.0 degrees
H position y, z: 1.4280, 1.0958 bohr
O 1s-2s overlap before Schmidt step: 0.2367
Overlap O2s-H, O2py-H, O2pz-H: 0.4786, 0.3134, 0.2405
HF energy: -74.962040 hartree
HF energy of NDDO determinant above minimum: 0.638 millihartree
O2py-H element, bare H: -0.1474 hartree
O2py-H element, neutral-atom Fock: -0.3018 hartree
O2py-H element, converged HF Fock: -0.4821 hartree
rms deviation of O-H and H-H block from HF: bare 0.1958, screened 0.1102 hartree
NDDO atomic charges O, H: -0.2560, 0.1280 e
HF Loewdin charges O, H: -0.2621, 0.1311 e
Dipole (a), charge part: 0.2805 e bohr
Dipole (a), hybrid part: 0.5221 e bohr
Total charge (e) and dipole z about O (e bohr):
  HF: 0.0000, 0.6801
  NDDO deorthogonalised: -0.0000, 0.6749
  NDDO (a) one-centre: -0.0000, 0.8027
  NDDO (b) all products: -2.2255, -0.9038
  HF control, read as (a): 0.0000, 0.8191
Dipole in debye, HF: 1.729 D
Dipole in debye, NDDO deorthogonalised: 1.715 D
Dipole in debye, NDDO (a) one-centre: 2.040 D
Overlap cloud: charge -2.2255 e, centroid z 0.7668 bohr
Surface radii O, H: 5.0, 4.0 bohr; 268 points
rms HF potential on surface: 15.024 millihartree/e
rms error against HF (millihartree/e), relative to rms HF (percent):
  NDDO deorthogonalised: 0.118, 0.8
  NDDO (a) one-centre: 2.894, 19.3
  NDDO (b) all products: 434.075, 2889.2
  HF control, read as (a): 3.225, 21.5
rms of (a) minus deorthogonalised: 2.988 millihartree/e
rms of (b) minus (a): 434.318 millihartree/e
rms left after point-charge model of the cloud: 6.617 millihartree/e
Potential (millihartree/e) at z=-5 bohr, z=+5 bohr, 4 bohr beyond H:
  HF: -25.135, 26.296, 17.847
  NDDO deorthogonalised: -25.014, 26.143, 17.675
  NDDO (a) one-centre: -31.090, 31.426, 18.374
  NDDO (b) all products: -410.417, -480.607, -403.093
  HF control, read as (a): -31.531, 32.257, 18.697
rms error in volts, NDDO deorthogonalised: 0.0032 V
rms error in volts, NDDO (a) one-centre: 0.0787 V
```
